# Attachment-limited ripening of monolayer islands and the square-root growth law: a numerical check

```python
"""
Attachment-limited ripening of circular monolayer islands.
Result under test: dR/dt = A (1/<R> - 1/R), A = Omega k c_inf l,
l = gamma Omega / (kB T), and in the self-similar state whose large-size
edge vanishes faster than any power, <R>^2 = <R>_0^2 + A t / 2.
R island radius, <R> mean radius, gamma edge energy per length,
Omega area per growth unit, k attachment velocity, c_inf adatom density
in equilibrium with a straight edge, D adatom diffusivity, u = R/<R>.
Lengths in nm, energies in eV, times in s.
"""
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import exp1, gammaln
from scipy.stats import norm

# ---------- model parameters (rough or chosen round values) ----------
temperature = 1073.0
lattice = 0.33
edge_energy = 3.0
c_inf = 1.0e-4
attempt_rate = 1.0e13
barrier_attach = 1.6
barrier_hop = 0.7
barrier_desorb = 3.0
coverage = 0.1
mean_start = 30.0
anneal_time = 600.0

kT = constants.k / constants.e * temperature
omega = np.sqrt(3) / 2 * lattice**2
cap_length = edge_energy * omega / kT
k_attach = lattice * attempt_rate * np.exp(-barrier_attach / kT)
diffusivity = lattice**2 * attempt_rate / 4 * np.exp(-barrier_hop / kT)
A = omega * k_attach * c_inf * cap_length

# ---------- Gibbs-Thomson density from a closed-system free energy ----------
# The surface holds about 1e4 adatoms, so that moving one whole unit shifts
# the density by well under 1e-4, while log-gamma rounding stays near 1e-5.
sites = 1.0e9
test_radius = 10.0
units_in_island = np.pi * test_radius**2 / omega
adatom_cost = -np.log(c_inf * omega)      # in units of kT


def free_energy(n_island, n_gas):
    """Edge energy plus lattice-gas free energy, in units of kT."""
    edge = edge_energy * 2 * np.sqrt(np.pi * omega * n_island) / kT
    entropy = (gammaln(sites + 1) - gammaln(n_gas + 1)
               - gammaln(sites - n_gas + 1))
    return edge + adatom_cost * n_gas - entropy


def transfer_cost(n_gas):
    return (free_energy(units_in_island + 0.5, n_gas - 0.5)
            - free_energy(units_in_island - 0.5, n_gas + 0.5))


gas_guess = sites * omega * c_inf
gas_balance = brentq(transfer_cost, 0.2 * gas_guess, 5 * gas_guess)
gt_numeric = gas_balance / (sites * omega) / c_inf
gt_formula = np.exp(cap_length / test_radius)
assert abs(gt_numeric / gt_formula - 1) < 1e-4

# ---------- diffusion in series with attachment ----------


def flux_factor_numeric(radius, outer, k_value, nodes=600):
    """Flux relative to the uniform-density flux, by finite differences."""
    r = np.linspace(radius, outer, nodes)
    h = r[1] - r[0]
    mid = 0.5 * (r[1:] + r[:-1])
    matrix = np.zeros((nodes, nodes))
    rhs = np.zeros(nodes)
    matrix[0, 0] = -diffusivity * mid[0] / h - k_value * radius
    matrix[0, 1] = diffusivity * mid[0] / h
    for i in range(1, nodes - 1):
        matrix[i, i - 1] = mid[i - 1]
        matrix[i, i] = -mid[i - 1] - mid[i]
        matrix[i, i + 1] = mid[i]
    matrix[-1, -1] = 1.0
    rhs[-1] = 1.0
    return np.linalg.solve(matrix, rhs)[0]


def diffusion_ratio(radius, k_value):
    return k_value * radius * np.log(1 / np.sqrt(coverage)) / diffusivity


outer_start = mean_start / np.sqrt(coverage)
for k_value in (k_attach, 30 * k_attach):
    numeric = flux_factor_numeric(mean_start, outer_start, k_value)
    formula = 1 / (1 + diffusion_ratio(mean_start, k_value))
    assert abs(numeric / formula - 1) < 1e-3

# ---------- self-similar size distribution ----------


def density(u):
    return 8 * u / (2 - u)**4 * np.exp(-2 * u / (2 - u))


def cumulative(u):
    return 1 - 4 / (2 - u)**2 * np.exp(-2 * u / (2 - u))


def cumulative_step_edge(u):
    return 1 - 48 * (4 / 3 - u) / (4 - u)**3


moments = [quad(lambda u: u**j * density(u), 0, 2)[0] for j in range(3)]
second_formula = 4 - 8 * np.exp(2) * exp1(2)
assert abs(moments[0] - 1) < 1e-7 and abs(moments[1] - 1) < 1e-7
assert abs(moments[2] - second_formula) < 1e-7
for u_test in (0.5, 1.0, 1.5):
    assert abs(quad(density, 0, u_test)[0] - cumulative(u_test)) < 1e-8
    if u_test < 4 / 3:
        area = quad(lambda u: 96 * u / (4 - u)**4, 0, u_test)[0]
        assert abs(area - cumulative_step_edge(u_test)) < 1e-8

# ---------- direct evolution of an island population ----------


def linear_edge(radius):
    """Radius times equilibrium density, first order in l/R."""
    return c_inf * (radius + cap_length)


def full_edge(radius):
    """Radius times equilibrium density, full exponential."""
    return c_inf * radius * np.exp(cap_length / radius)


def ripen(radii, edge_law, step, stop_count=0, end_time=np.inf, smallest=0.0):
    """Evolve squared radii; the adatom density follows from conservation."""
    square = np.array(radii)**2
    floor = smallest**2
    time = 0.0

    def rate(sq):
        radius = np.sqrt(sq)
        product = edge_law(radius)
        gas = product.sum() / radius.sum()
        return 2 * omega * k_attach * (gas * radius - product)

    history = [(time, np.sqrt(square).mean(), len(square), square.sum())]
    while len(square) > stop_count and time < end_time * (1 - 1e-12):
        dt = min(step * history[-1][1]**2 / A, end_time - time)
        first = rate(square)
        second = rate(np.maximum(square + dt * first, floor))
        square = square + 0.5 * dt * (first + second)
        square = square[square > floor]
        time += dt
        history.append((time, np.sqrt(square).mean(), len(square),
                        square.sum()))
    return np.array(history), np.sqrt(square)


count = 10000
quantiles = (np.arange(count) + 0.5) / count
grid = np.linspace(0, 1.85, 200001)
start_similar = mean_start * np.interp(quantiles, cumulative(grid), grid)
grid = np.linspace(0, 4 / 3, 200001)
start_step = mean_start * np.interp(quantiles, cumulative_step_edge(grid), grid)
start_normal = mean_start * (1 + 0.2 * norm.ppf(quantiles))


def slope(history, i, j):
    """Growth of squared mean radius per A t between two records."""
    return ((history[j, 1]**2 - history[i, 1]**2)
            / (A * (history[j, 0] - history[i, 0])))


# predicted profile: slope 1/2, straight line, unchanged shape
run, final = ripen(start_similar, linear_edge, 0.001, stop_count=count // 10)
slope_similar = slope(run, 0, -1)
line = run[0, 1]**2 + 0.5 * A * run[:, 0]
line_error = np.max(np.abs(run[:, 1]**2 / line - 1))
scaled = np.sort(final / final.mean())
ranks = (np.arange(len(scaled)) + 0.5) / len(scaled)
shape_error = np.max(np.abs(cumulative(scaled) - ranks))
area_error = abs(run[-1, 3] / run[0, 3] - 1)
# tolerances: finite population and finite time step
assert abs(slope_similar - 0.5) < 0.01
assert line_error < 0.02 and shape_error < 0.02 and area_error < 0.01

# distribution with a finite step at its largest size: slope 3/8
run, final = ripen(start_step, linear_edge, 0.001, stop_count=count // 10)
slope_step = slope(run, 0, -1)
assert abs(slope_step - 3 / 8) < 0.01

# normal distribution: approach to the square-root law is slow (logarithmic)
run, final = ripen(start_normal, linear_edge, 0.003, stop_count=count // 50)
tenth = int(np.argmax(run[:, 2] <= count // 10))
slope_normal = slope(run, tenth, -1)
exponent_normal = (np.log(run[-1, 1] / run[tenth, 1])
                   / np.log(run[-1, 0] / run[tenth, 0]))
normal_early_min = run[:, 1].min() / run[0, 1]
assert abs(slope_normal - 0.5) < 0.07
assert abs(exponent_normal - 0.5) < 0.05
assert normal_early_min < 1

# ---------- worked example ----------
mean_end = np.sqrt(mean_start**2 + A * anneal_time / 2)
survivors = (mean_start / mean_end)**2
doubling_time = 6 * mean_start**2 / A
run_lin, final = ripen(start_similar, linear_edge, 0.0005,
                       end_time=anneal_time)
assert abs(run_lin[-1, 1] / mean_end - 1) < 0.005
assert abs(run_lin[-1, 2] / count / survivors - 1) < 0.02
run_full, final = ripen(start_similar, full_edge, 0.0005,
                        end_time=anneal_time, smallest=1.0)
full_gain = ((run_full[-1, 1]**2 - run_full[0, 1]**2)
             / (run_lin[-1, 1]**2 - run_lin[0, 1]**2))

# triangular islands: edge energy per added area is gamma over inradius


def triangle(inradius):
    angles = 2 * np.pi * np.arange(3) / 3
    x, y = 2 * inradius * np.cos(angles), 2 * inradius * np.sin(angles)
    x2, y2 = np.roll(x, -1), np.roll(y, -1)
    return np.hypot(x2 - x, y2 - y).sum(), 0.5 * np.sum(x * y2 - x2 * y)


p_hi, a_hi = triangle(mean_start + 0.01)
p_lo, a_lo = triangle(mean_start - 0.01)
assert abs((p_hi - p_lo) / (a_hi - a_lo) * mean_start - 1) < 1e-6
perimeter, area = triangle(mean_start)
assert abs((a_hi - a_lo) / 0.02 / perimeter - 1) < 1e-6
triangle_gain = area / (np.pi * mean_start**2)
assert abs(triangle_gain - 3 * np.sqrt(3) / np.pi) < 1e-9

reservoir = (omega * c_inf * cap_length * (1 / mean_start - 1 / mean_end)
             / coverage)
desorbed = (omega * c_inf * attempt_rate * np.exp(-barrier_desorb / kT)
            * anneal_time * (1 - coverage) / coverage)
islands_start = coverage / (np.pi * second_formula * mean_start**2) * 1e6

print(f"temperature                         {temperature:.0f} K")
print(f"thermal energy kB T                 {kT:.5f} eV")
print(f"lattice constant                    {lattice:.2f} nm")
print(f"area per growth unit                {omega:.5f} nm^2")
print(f"edge energy                         {edge_energy:.1f} eV/nm")
print(f"straight-edge adatom density        {c_inf:.1e} nm^-2")
print(f"attempt rate                        {attempt_rate:.1e} s^-1")
print(f"barrier: attachment                 {barrier_attach:.1f} eV")
print(f"barrier: terrace hop                {barrier_hop:.1f} eV")
print(f"barrier: desorption                 {barrier_desorb:.1f} eV")
print(f"coverage                            {coverage:.2f}")
print(f"capillary length l                  {cap_length:.3f} nm")
print(f"attachment velocity k               {k_attach:.3e} nm/s")
print(f"adatom diffusivity D                {diffusivity:.3e} nm^2/s")
print(f"ripening constant A                 {A:.3f} nm^2/s")
print(f"ripening constant A in SI           {A * 1e-18:.3e} m^2/s")
print(f"initial mean radius                 {mean_start:.1f} nm")
print(f"anneal time                         {anneal_time:.0f} s")
print(f"final mean radius, formula          {mean_end:.2f} nm")
print(f"final mean radius, population       {run_lin[-1, 1]:.2f} nm")
print(f"surviving fraction, formula         {survivors:.4f}")
print(f"surviving fraction, population      {run_lin[-1, 2] / count:.4f}")
print(f"time to double mean radius          {doubling_time:.0f} s")
print(f"initial island density              {islands_start:.1f} um^-2")
print(f"final island density                {islands_start * survivors:.1f} um^-2")
print(f"Gibbs-Thomson test radius           {test_radius:.1f} nm")
print(f"c_eq/c_inf, free energy balance     {gt_numeric:.5f}")
print(f"c_eq/c_inf, exponential formula     {gt_formula:.5f}")
print(f"second moment <u^2>, quadrature     {moments[2]:.6f}")
print(f"second moment <u^2>, formula        {second_formula:.6f}")
print(f"islands in each population          {count}")
print(f"slope/A, predicted profile          {slope_similar:.4f}")
print(f"largest relative error of line      {line_error:.5f}")
print(f"largest cumulative shape error      {shape_error:.5f}")
print(f"slope/A, step-edge profile          {slope_step:.4f}")
print(f"slope/A, normal start, late         {slope_normal:.4f}")
print(f"time exponent, normal start, late   {exponent_normal:.4f}")
print(f"normal start: lowest <R>/<R>_0      {normal_early_min:.4f}")
print(f"l / initial mean radius             {cap_length / mean_start:.4f}")
print(f"growth of <R>^2, full/linear law    {full_gain:.4f}")
print(f"k R ln(L/R)/D at start              {diffusion_ratio(mean_start, k_attach):.4f}")
print(f"k R ln(L/R)/D at end                {diffusion_ratio(mean_end, k_attach):.4f}")
print(f"triangle/circle growth of R^2       {triangle_gain:.4f}")
print(f"adatom reservoir change/island area {reservoir:.2e}")
print(f"desorbed fraction of island area    {desorbed:.2e}")
print("all good")
```

Running it gives:

```
temperature                         1073 K
thermal energy kB T                 0.09246 eV
lattice constant                    0.33 nm
area per growth unit                0.09431 nm^2
edge energy                         3.0 eV/nm
straight-edge adatom density        1.0e-04 nm^-2
attempt rate                        1.0e+13 s^-1
barrier: attachment                 1.6 eV
barrier: terrace hop                0.7 eV
barrier: desorption                 3.0 eV
coverage                            0.10
capillary length l                  3.060 nm
attachment velocity k               1.008e+05 nm/s
adatom diffusivity D                1.403e+08 nm^2/s
ripening constant A                 2.909 nm^2/s
ripening constant A in SI           2.909e-18 m^2/s
initial mean radius                 30.0 nm
anneal time                         600 s
final mean radius, formula          42.10 nm
final mean radius, population       42.10 nm
surviving fraction, formula         0.5077
surviving fraction, population      0.5078
time to double mean radius          1856 s
initial island density              31.9 um^-2
final island density                16.2 um^-2
Gibbs-Thomson test radius           10.0 nm
c_eq/c_inf, free energy balance     1.35790
c_eq/c_inf, exponential formula     1.35797
second moment <u^2>, quadrature     1.109371
second moment <u^2>, formula        1.109371
islands in each population          10000
slope/A, predicted profile          0.5006
largest relative error of line      0.00147
largest cumulative shape error      0.00037
slope/A, step-edge profile          0.3754
slope/A, normal start, late         0.5484
time exponent, normal start, late   0.4805
normal start: lowest <R>/<R>_0      0.9925
l / initial mean radius             0.1020
growth of <R>^2, full/linear law    1.1167
k R ln(L/R)/D at start              0.0248
k R ln(L/R)/D at end                0.0348
triangle/circle growth of R^2       1.6540
adatom reservoir change/island area 2.77e-06
desorbed fraction of island area    4.13e-03
all good
```
